# Field and Joule Heating in the Voltage–Time Dilemma of Resistive Memories: verification in Python

```python
"""Voltage-time dilemma of a resistive memory, with and without Joule heating.

Result under test: for an ion that must move N sites,
  retention time / write time = N * exp[(W/k)(1/T0 - 1/T)] * sinh(q a E / 2kT),
where W = hop barrier, a = site spacing, q = ion charge, E = local field,
T0 = ambient temperature, T = temperature during the write pulse.
With T = T0 the barrier drops out and an extreme field is required.
Energies are in eV, hop lengths and fields in nm and V/nm, times in s.
The filament heat problem uses SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigvalsh_tridiagonal, solve_banded
from scipy.optimize import brentq

kB = const.k / const.e                 # eV/K
spacing, charge, attempt = 0.3, 2, 1e13
N = 5
T0 = 300.0
t_ret = 10 * const.Julian_year
t_write = 1e-8
length, radius = 5e-9, 2.5e-9          # filament, m
sigma, kappa, side_loss, heat_cap = 2e4, 2.5, 4.0, 3e6
area = np.pi * radius**2
m = np.sqrt(side_loss * length**2 / (kappa * area))

# ---------- derived formulas ----------
W = kB * T0 * np.log(2 * attempt * t_ret / N**2)


def reduced_field(E, T):
    return charge * spacing * E / (2 * kB * T)


def write_time(E, T):
    return N / (2 * attempt * np.exp(-W / (kB * T))
                * np.sinh(reduced_field(E, T)))


def temperature(V, s=0.0):
    """Temperature at position s = x/length, with s = 0 at the centre."""
    shape = (1 - np.cosh(m * s) / np.cosh(m / 2)) / m**2
    return T0 + sigma * V**2 / kappa * shape


def field(V):
    return V / (length * 1e9)


def heated_time(V):
    return write_time(field(V), temperature(V))


def isothermal_field(t):
    return 2 * kB * T0 / (charge * spacing) * np.arcsinh(t_ret / (N * t))


def heated_voltage(t):
    return brentq(lambda V: np.log(heated_time(V) / t), 0.02, 4.0)


def cosine_barrier(E):
    force = charge * E
    f = force * spacing / (np.pi * W)
    return (W * (np.sqrt(1 - f**2) + f * np.arcsin(f))
            - force * spacing / 2)


E_iso = isothermal_field(t_write)
V_w = heated_voltage(t_write)
T_w, E_w = temperature(V_w), field(V_w)
tau = heat_cap * length**2 / (kappa * (np.pi**2 + m**2))


# ---------- independent road 1: hopping chain as linear equations ----------
def hop_rates(E, T):
    shift = charge * spacing * E / 2
    return (attempt * np.exp(-(W - shift) / (kB * T)),
            attempt * np.exp(-(W + shift) / (kB * T)))


def mean_exit_time(E, T, sites, start, reflecting_left):
    up, down = hop_rates(E, T)
    matrix = (np.diag(np.full(sites, up + down))
              - np.diag(np.full(sites - 1, up), 1)
              - np.diag(np.full(sites - 1, down), -1))
    if reflecting_left:
        matrix[0, 0] = up
    return np.linalg.solve(matrix / up, np.ones(sites) / up)[start]


def chain_write_time(E, T):
    behind = 60                        # sites behind the starting site
    return mean_exit_time(E, T, behind + N, behind, True)


chain_ret = mean_exit_time(0.0, T0, 2 * N - 1, N - 1, False)
assert abs(chain_ret / t_ret - 1) < 1e-8
chain_hot = chain_write_time(E_w, T_w)
assert abs(chain_hot / t_write - 1) < 1e-6
assert abs(chain_write_time(E_iso, T0) / t_write - 1) < 1e-6
chain_cold = chain_write_time(E_w, T0)
assert abs(chain_cold / write_time(E_w, T0) - 1) < 1e-6

# heat without field: undirected escape at the writing temperature
chain_undirected = mean_exit_time(0.0, T_w, 2 * N - 1, N - 1, False)
u_hot, u_cold = reduced_field(E_w, T_w), reduced_field(E_w, T0)
assert abs(chain_undirected / chain_hot / (N * np.sinh(u_hot)) - 1) < 1e-6

# decade budget from formulas against the ratio of chain times
dec_sites = np.log10(N)
dec_heat = W / kB * (1 / T0 - 1 / T_w) / np.log(10)
dec_field = np.log10(np.sinh(u_hot))
dec_total = np.log10(chain_ret / chain_hot)
assert abs(dec_sites + dec_heat + dec_field - dec_total) < 1e-6
assert W > charge * spacing * E_w / 2
assert chain_cold / chain_hot > 1e10   # heating, at the same voltage


# ---------- independent road 2: transition-state integral, cosine wells ----
def landscape_rate(E):
    """Barrier, and forward rate relative to its zero-field value."""
    def flux_over_population(force):
        def U(x):
            return -W / 2 * np.cos(2 * np.pi * x / spacing) - force * x
        grid = np.linspace(0, spacing, 100001)
        top = grid[np.argmax(U(grid))]
        well = np.linspace(top - spacing, top, 100001)
        bottom = U(well).min()
        population = trapezoid(np.exp(-(U(well) - bottom) / (kB * T0)), well)
        height = U(top) - bottom
        return height, np.exp(-height / (kB * T0)) / population
    height, rate = flux_over_population(charge * E)
    return height, rate / flux_over_population(0.0)[1]


height_w, ratio_w = landscape_rate(E_w)
height_iso, ratio_iso = landscape_rate(E_iso)
assert abs(height_w - cosine_barrier(E_w)) < 1e-6
assert abs(height_iso - cosine_barrier(E_iso)) < 1e-6
assert abs(ratio_w / np.exp(u_cold) - 1) < 0.08   # linear shift, small tilt
overestimate = np.exp(reduced_field(E_iso, T0)) / ratio_iso
assert overestimate > 10               # linear shift too fast, large tilt
needed_height = kB * T0 * np.log(attempt * t_write / N)
E_cos = brentq(lambda E: cosine_barrier(E) - needed_height,
               0.1, 0.999 * np.pi * W / (charge * spacing))
rate_cos = attempt * np.exp(-W / (kB * T0)) * landscape_rate(E_cos)[1]
# well softening, absent from the fixed attempt frequency, slows the hop
assert 0.7 < rate_cos * t_write / N < 1.0
assert E_cos > E_iso

# ---------- independent road 3: finite-difference heat operator ----------
points = 801
step = 1 / (points + 1)
diagonal = np.full(points, 2 / step**2 + m**2)
off = np.full(points - 1, -1 / step**2)
banded = np.zeros((3, points))
banded[0, 1:], banded[1], banded[2, :-1] = off, diagonal, off
rise = solve_banded((1, 1), banded,
                    np.full(points, sigma * V_w**2 / kappa))
s_grid = -0.5 + step * np.arange(1, points + 1)
assert np.max(np.abs(rise + T0 - temperature(V_w, s_grid))) < 0.05
slowest = eigvalsh_tridiagonal(diagonal, off, select='i',
                               select_range=(0, 0))[0]
assert abs(heat_cap * length**2 / (kappa * slowest) / tau - 1) < 1e-4
assert tau < 0.01 * t_write
lorenz = np.pi**2 / 3 * kB**2          # V^2/K^2
kappa_el = lorenz * sigma * T_w
assert kappa_el < kappa                # chosen conductivity is admissible

# ---------- cooler edges of the switching region, and reading ----------
half_width = N * spacing * 1e-9 / (2 * length)


def profile_time(V):
    integral = quad(lambda s: write_time(field(V), temperature(V, s)),
                    -half_width, half_width)[0]
    return integral / (2 * half_width)


t_profile = profile_time(V_w)
assert 1 < t_profile / t_write < 2
V_profile = brentq(lambda V: np.log(profile_time(V) / t_write), 0.3, 4.0)
V_read = 0.1
t_read = heated_time(V_read)
assert abs(chain_write_time(field(V_read), temperature(V_read))
           / t_read - 1) < 1e-6

# ---------- printed numbers ----------
print(f"site spacing a = {spacing} nm; ion charge number z = {charge}")
print(f"attempt frequency = {attempt:.1e} Hz; sites to move N = {N}")
print(f"switching distance L = {N * spacing:.2f} nm")
print(f"ambient temperature T0 = {T0:.0f} K; kT0 = {kB * T0:.5f} eV")
print(f"retention target = {t_ret:.4e} s; write target = {t_write:.1e} s")
print(f"required time ratio = {t_ret / t_write:.4e}")
print(f"barrier fixed by retention W = {W:.4f} eV")
print(f"W/kT0 = {W / (kB * T0):.2f}")
print("--- writing without heating ---")
print(f"required u = {reduced_field(E_iso, T0):.2f}")
print(f"required field, linear barrier shift = {E_iso:.3f} V/nm")
print(f"voltage over filament length = {E_iso * length * 1e9:.2f} V")
print(f"cosine barrier at that field = {height_iso:.4f} eV")
print(f"linear barrier at that field = "
      f"{W - charge * spacing * E_iso / 2:.4f} eV")
print(f"linear rate / landscape rate there = {overestimate:.3e}")
print(f"required field, cosine barrier = {E_cos:.3f} V/nm")
print("--- filament ---")
print(f"length = {length * 1e9:.1f} nm; radius = {radius * 1e9:.1f} nm")
print(f"sigma = {sigma:.1e} S/m; kappa = {kappa} W/(m K)")
print(f"side loss g = {side_loss} W/(m K); heat capacity = "
      f"{heat_cap:.1e} J/(m^3 K)")
print(f"side-loss parameter m^2 = {m**2:.3f}")
print(f"centre heating coefficient = {temperature(1.0) - T0:.1f} K/V^2")
print(f"slowest thermal decay time = {tau * 1e12:.2f} ps")
print("--- writing with heating ---")
print(f"write voltage = {V_w:.3f} V; field = {E_w:.4f} V/nm")
print(f"centre temperature = {T_w:.0f} K")
print(f"current = {V_w * sigma * area / length * 1e6:.1f} microampere")
print(f"electronic heat conductivity there = {kappa_el:.2f} W/(m K)")
print(f"barrier lowering z e a E/2 = {charge * spacing * E_w / 2:.4f} eV")
print(f"W/kT during pulse = {W / (kB * T_w):.2f}")
print(f"u cold = {u_cold:.3f}; u hot = {u_hot:.3f}")
print(f"same voltage without heating: write time = {chain_cold:.3e} s")
print(f"speed-up by heating at same voltage = {chain_cold / chain_hot:.3e}")
print(f"same temperature without field: escape time = "
      f"{chain_undirected * 1e9:.1f} ns")
print(f"landscape/linear rate, this field, T0 = "
      f"{ratio_w / np.exp(u_cold):.4f}")
print("--- decades between retention and writing ---")
print(f"total = {dec_total:.2f}; number of sites = {dec_sites:.2f}")
print(f"heat = {dec_heat:.2f}; field at hot temperature = {dec_field:.2f}")
print(f"cold, same voltage: total = {np.log10(chain_ret / chain_cold):.2f}")
print("--- write time: voltage cold, voltage heated, temperature ---")
for t in (1e-6, 1e-7, 1e-8):
    V = heated_voltage(t)
    print(f"{t * 1e9:6.0f} ns: {isothermal_field(t) * length * 1e9:.2f} V, "
          f"{V:.3f} V, {temperature(V):.0f} K")
print("--- limits ---")
print(f"edge temperature of switching region = "
      f"{temperature(V_w, half_width):.0f} K")
print(f"write time with temperature profile = {t_profile * 1e9:.2f} ns")
print(f"voltage restoring the write target = {V_profile:.3f} V")
print(f"read voltage = {V_read} V; centre = {temperature(V_read):.1f} K")
print(f"life under continuous reading = "
      f"{t_read / const.Julian_year:.2f} years")
print("success")
```

Output:

```
site spacing a = 0.3 nm; ion charge number z = 2
attempt frequency = 1.0e+13 Hz; sites to move N = 5
switching distance L = 1.50 nm
ambient temperature T0 = 300 K; kT0 = 0.02585 eV
retention target = 3.1558e+08 s; write target = 1.0e-08 s
required time ratio = 3.1558e+16
barrier fixed by retention W = 1.2145 eV
W/kT0 = 46.98
--- writing without heating ---
required u = 37.07
required field, linear barrier shift = 3.195 V/nm
voltage over filament length = 15.97 V
cosine barrier at that field = 0.4128 eV
linear barrier at that field = 0.2560 eV
linear rate / landscape rate there = 4.650e+02
required field, cosine barrier = 4.046 V/nm
--- filament ---
length = 5.0 nm; radius = 2.5 nm
sigma = 2.0e+04 S/m; kappa = 2.5 W/(m K)
side loss g = 4.0 W/(m K); heat capacity = 3.0e+06 J/(m^3 K)
side-loss parameter m^2 = 2.037
centre heating coefficient = 824.2 K/V^2
slowest thermal decay time = 2.52 ps
--- writing with heating ---
write voltage = 1.153 V; field = 0.2306 V/nm
centre temperature = 1396 K
current = 90.6 microampere
electronic heat conductivity there = 0.68 W/(m K)
barrier lowering z e a E/2 = 0.0692 eV
W/kT during pulse = 10.10
u cold = 2.676; u hot = 0.575
same voltage without heating: write time = 8.732e+06 s
speed-up by heating at same voltage = 8.732e+14
same temperature without field: escape time = 30.4 ns
landscape/linear rate, this field, T0 = 0.9692
--- decades between retention and writing ---
total = 16.50; number of sites = 0.70
heat = 16.02; field at hot temperature = -0.22
cold, same voltage: total = 1.56
--- write time: voltage cold, voltage heated, temperature ---
  1000 ns: 13.99 V, 0.888 V, 950 K
   100 ns: 14.98 V, 1.003 V, 1129 K
    10 ns: 15.97 V, 1.153 V, 1396 K
--- limits ---
edge temperature of switching region = 1301 K
write time with temperature profile = 12.61 ns
voltage restoring the write target = 1.170 V
read voltage = 0.1 V; centre = 308.2 K
life under continuous reading = 2.50 years
success
```
